**Lorentz local field, Clausius-Mossotti relation and the simple tetragonal correction from dipole lattice sums**

For point dipoles $p=\alpha E_{\rm loc}$ on a Bravais lattice of cell volume $v$ (atomic units, $x=4\pi\alpha/v$), the local field is $E_{\rm mac}+4\pi LP$ with $L=1/3+vS/4\pi$, where $S$ is the dipole tensor summed over growing spheres, and $\varepsilon_a=1+x/(1-xL_a)$. At a cubic site $S=0$, while for a simple tetragonal lattice with $g=c/a$ one has $L_z=1-g[2/3+F(1)]+gF(g)$ and $L_x=(1-L_z)/2$, with $F(g)=2\pi\sum' s/(e^{2\pi gs}-1)$ and $s=\sqrt{h^2+k^2}$. The program asserts the form of the symmetry-invariant tensors, the spheroid depolarization factors $N_z$ against surface-charge quadrature, the vanishing of sharp spherical sums for the three cubic lattices, the vanishing of the smoothly cut-off spherical sum for the body-centred tetragonal lattice at $c/a=\sqrt2$, and a non-zero sum at the point $(0,0,1/2)$ of the simple cubic lattice. It also asserts the formula for $L$ against real-space sums over spheres, the shift $L_z-N_z$ for sums over spheroids, the Fourier form of the plane sums, the constant $C=\sum's^{-3}$ by three routes, and the slope $\kappa=dL_z/dg$ against finite differences. A 25-layer slab solved self-consistently with real-space couplings reproduces $\varepsilon_x$, $\varepsilon_z$, the Clausius-Mossotti relation at $g=1$ and the linear law for $\varepsilon_z-\varepsilon_x$. For $\alpha=20$ bohr$^3$, $a=6$ bohr and $c=7.2$ bohr the output shows $L_z=0.154412$, $\varepsilon_z=2.1404$ and $\varepsilon_x=2.6433$, against $2.4327$ for a cubic lattice of equal density, and $\kappa=-1.009865$. It also shows that the columnar mode of the simple cubic lattice becomes unstable at $\alpha/a^3=0.1868$, before the uniform mode at $0.2387$.

## Verification by program

```python
# Point dipoles p = alpha*E_loc on a Bravais lattice (atomic units, D = E + 4 pi P).
# T_ab(R) = (3 R_a R_b - R^2 delta_ab)/R^5, v = cell volume, P = p/v, x = 4 pi alpha/v.
# S = sum of T over growing spheres, N = depolarization factor of the sample.
# Under test: E_loc = E_mac + 4 pi L P, L = 1/3 + v S/(4 pi), eps_a = 1 + x/(1 - x L_a);
# cubic site: S = 0 and (eps-1)/(eps+2) = x/3;  simple tetragonal, g = c/a:
# L_z = 1 - g(2/3 + F(1)) + g F(g), L_x = (1-L_z)/2, F(g) = 2 pi sum' s/(exp(2 pi g s)-1),
# s = sqrt(h^2+k^2); slope kappa = dL_z/dg at g=1 = -2/3 - pi^2 sum' s^2/sinh^2(pi s).
# Lattice sums use a = 1.
import numpy as np
import mpmath as mp
from itertools import product
from scipy.special import erfc
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.linalg import null_space
from scipy.constants import physical_constants as pc

pi = np.pi
R0, W, RM = 15.0, 2.5, 30.0          # smooth cutoff: centre, width, outer radius
SC = [(0, 0, 0)]
BC = [(0, 0, 0), (.5, .5, .5)]
FC = [(0, 0, 0), (.5, .5, 0), (.5, 0, .5), (0, .5, .5)]
cutoff = lambda u: 0.5 * erfc((u - R0) / W)

def dipole_sum(g, basis=SC, aspect=1.0, site=(0, 0, 0), sharp=None, k=None):
    """Real-space sum of T over a spheroid (z semi-axis = aspect * x semi-axis)."""
    n, nz = int(RM) + 1, int(RM * aspect / g) + 1
    cells = np.mgrid[-n:n + 1, -n:n + 1, -nz:nz + 1].reshape(3, -1).T.astype(float)
    total = np.zeros((3, 3))
    for b in basis:
        pts = (cells + np.array(b) - np.array(site)) * np.array([1, 1, g])
        u = np.sqrt(pts[:, 0]**2 + pts[:, 1]**2 + (pts[:, 2] / aspect)**2)
        keep = (u > 1e-9) & (u <= (RM if sharp is None else sharp + 1e-9))
        pts, u = pts[keep], u[keep]
        w = cutoff(u) if sharp is None else np.ones_like(u)
        if k is not None:
            w = w * np.cos(pts @ np.array(k))
        r2 = np.sum(pts**2, axis=1)
        total += 3 * (pts.T * (w / r2**2.5)) @ pts - np.eye(3) * np.sum(w / r2**1.5)
    return total

def L_sphere(g, basis=SC, **kw):
    return np.eye(3) / 3 + g / len(basis) * dipole_sum(g, basis, **kw) / (4 * pi)

hh, kk = np.mgrid[-12:13, -12:13]
s = np.hypot(hh, kk).ravel()
s = s[s > 0]
F = lambda g: 2 * pi * np.sum(s / np.expm1(2 * pi * g * s))
Lz = lambda g: 1 - g * (2 / 3 + F(1.0)) + g * F(g)
Lx = lambda g: (1 - Lz(g)) / 2
eps = lambda x, L: 1 + x / (1 - x * L)

# symmetric tensors invariant under point operations
def invariants(ops):
    I9 = np.eye(9)
    transpose = I9.reshape(3, 3, 9).transpose(1, 0, 2).reshape(9, 9)
    rows = [np.kron(o, o) - I9 for o in ops] + [transpose - I9]
    return [c.reshape(3, 3) for c in null_space(np.vstack(rows)).T]
C2z = np.diag([-1., -1, 1])
C3 = np.array([[0., 0, 1], [1, 0, 0], [0, 1, 0]])
C4z = np.array([[0., -1, 0], [1, 0, 0], [0, 0, 1]])
cub, tet = invariants([C2z, C3]), invariants([C4z])
assert len(cub) == 1 and np.allclose(cub[0], cub[0][0, 0] * np.eye(3))
assert len(tet) == 2
assert all(np.allclose(t, np.diag([t[0, 0], t[0, 0], t[2, 2]])) for t in tet)

# depolarization factor: closed form against surface-charge quadrature off centre
def N_z(m):
    if m == 1:
        return 1 / 3
    if m > 1:
        e = np.sqrt(1 - 1 / m**2)
        return (1 - e**2) / e**2 * (np.arctanh(e) / e - 1)
    e = np.sqrt(1 / m**2 - 1)
    return (1 + e**2) / e**3 * (e - np.arctan(e))
def surface_field(m, point):
    t, wt = np.polynomial.legendre.leggauss(200)
    ph = np.arange(200) * 2 * pi / 200
    t, ph, wt = t[:, None], ph[None, :], wt[:, None]
    st = np.sqrt(1 - t**2)
    d = [point[0] - st * np.cos(ph), point[1] - st * np.sin(ph), point[2] - m * t + 0 * ph]
    r3 = (d[0]**2 + d[1]**2 + d[2]**2)**1.5
    return np.array([np.sum(wt * t * c / r3) * 2 * pi / 200 for c in d])
for m in (0.6, 1, 2.0):
    field = surface_field(m, (0.2, 0.1, 0.15 * m))
    assert np.allclose(field, [0, 0, -4 * pi * N_z(m)], atol=1e-8)
assert abs(N_z(1e-4) - 1) < 1e-3
print(f"sphere interior field / P (quadrature) = {surface_field(1, (.2, .1, .15))[2]:.6f}")

# cubic sites: zero at every radius; non-cubic site of a cubic lattice: not zero
worst = max(np.abs(dipole_sum(1.0, b, sharp=r)).max()
            for b in (SC, BC, FC) for r in (1.0, 3.7, 9.0))
assert worst < 1e-10
assert np.abs(dipole_sum(1.0, site=(.5, .5, .5))).max() < 1e-9
edge = dipole_sum(1.0, site=(0, 0, .5))
assert edge[2, 2] > 1 and abs(edge[0, 0] + edge[2, 2] / 2) < 1e-9
print(f"largest |S a^3|, sc/bcc/fcc sharp spheres = {worst:.1e}")
print(f"S_zz a^3 at (0,0,1/2) of sc lattice = {edge[2, 2]:.4f}")

# real-space sum over one square plane at height z, continuum tail outside the cutoff
def plane(z):
    X, Y = np.mgrid[-30:31, -30:31].astype(float)
    rho = np.hypot(X, Y)
    keep = (rho <= RM) & (rho**2 + z**2 > 0)
    X, rho = X[keep], rho[keep]
    r2, w = rho**2 + z**2, cutoff(rho)
    f = lambda q: 2 * pi * q * (2 * z**2 - q**2) / (q**2 + z**2)**2.5 * (1 - cutoff(q))
    tail = quad(f, 0.5, RM, points=[R0], epsabs=1e-12, epsrel=1e-12, limit=200)[0]
    tail -= 2 * pi * RM**2 / (RM**2 + z**2)**1.5
    return (np.sum(w * (3 * X**2 - r2) / r2**2.5) - tail / 2,
            np.sum(w * (3 * z**2 - r2) / r2**2.5) + tail)
for z in (0.7, 1.2, 2.4):
    assert abs(plane(z)[1] - 2 * pi * np.sum(2 * pi * s * np.exp(-2 * pi * s * z))) < 1e-9
C_direct, C_cubic = -plane(0.0)[1], 4 * pi * (2 / 3 + F(1.0))
C_zeta = float(4 * mp.zeta(1.5) * (mp.zeta(1.5, .25) - mp.zeta(1.5, .75)) / 8)
assert abs(C_direct - C_cubic) < 1e-9 and abs(C_direct - C_zeta) < 1e-9
print(f"F(1) = {F(1.0):.7f}")
print(f"C direct = {C_direct:.7f}, from cubic theorem = {C_cubic:.7f}, 4 zeta beta = {C_zeta:.7f}")
print(f"C/(4 pi) = {C_cubic / 4 / pi:.7f}")

# tetragonal formula against three-dimensional spherical sums
for g in (0.8, 0.9, 1.0, 1.1, 1.2, 1.5):
    Ls = L_sphere(g)
    assert np.allclose(Ls, np.diag([Lx(g), Lx(g), Lz(g)]), atol=1e-7)
    print(f"c/a = {g:.1f}: L_z formula {Lz(g):.6f}, sphere sum {Ls[2, 2]:.6f}, L_x {Ls[0, 0]:.6f}")
assert L_sphere(1.5)[2, 2] < 0
print(f"L_z = 0 at c/a = {brentq(Lz, 1.2, 1.6):.5f}")
for r in (5.0, 10.0, 30.0):
    sharpL = L_sphere(1.2, sharp=r)[2, 2]
    print(f"c/a = 1.2, sharp sphere R = {r:.0f} a: L_z = {sharpL:.5f}")
assert abs(sharpL - Lz(1.2)) < 5e-3      # rough boundary, error falls at least as 1/R

# shape dependence: v * (spheroid sum)/(4 pi) = L - N
for g, m in ((1.0, 2.0), (1.2, 2.0), (1.2, 0.6)):
    val = g * dipole_sum(g, aspect=m)[2, 2] / (4 * pi)
    assert abs(val - (Lz(g) - N_z(m))) < 1e-6
    print(f"c/a {g}, aspect {m}: N_z {N_z(m):.6f}, v*sum/4pi {val:.6f}, L_z-N_z {Lz(g) - N_z(m):.6f}")

# body-centred tetragonal
assert np.abs(dipole_sum(np.sqrt(2), BC)).max() < 1e-7
L_bct = L_sphere(1.2, BC)[2, 2]
assert abs(L_bct - 1 / 3) > 1e-5
print(f"bct c/a = 1.2: L_z = {L_bct:.6f}")

# slope
kappa = -2 / 3 - pi**2 * np.sum(s**2 / np.sinh(pi * s)**2)
kappa_fd = (L_sphere(1.001)[2, 2] - L_sphere(0.999)[2, 2]) / 0.002
assert abs(kappa - kappa_fd) < 1e-5
print(f"kappa formula = {kappa:.6f}, finite difference = {kappa_fd:.6f}")

# self-consistent slab, real-space couplings, unit external field
def slab_eps(g, x, layers=25):
    alpha = x * g / (4 * pi)
    T = np.array([plane(j * g) for j in range(layers)])
    dist = np.abs(np.subtract.outer(np.arange(layers), np.arange(layers)))
    P = [np.linalg.solve(np.eye(layers) - alpha * T[dist, i],
                         alpha * np.ones(layers))[layers // 2] / g for i in (0, 1)]
    return 1 + 4 * pi * P[0], 1 / (1 - 4 * pi * P[1])

alpha, a, c, E = 20.0, 6.0, 7.2, 1e-4
g, v = c / a, a * a * c
x = 4 * pi * alpha / v
ex, ez, ecm = eps(x, Lx(g)), eps(x, Lz(g)), (1 + 2 * x / 3) / (1 - x / 3)
sx, sz = slab_eps(g, x)
assert abs(sx - ex) < 1e-7 and abs(sz - ez) < 1e-7
for e in slab_eps(1.0, x):
    assert abs((e - 1) / (e + 2) - x / 3) < 1e-8
up, dn = slab_eps(1.01, x), slab_eps(0.99, x)
slope_slab = ((up[1] - up[0]) - (dn[1] - dn[0])) / 0.02
slope = 1.5 * kappa * (ecm - 1)**2
assert abs(slope_slab / slope - 1) < 2e-3   # central difference, error of order 0.01^2

# stability: columnar mode of sc, and margins of the example
col = dipole_sum(1.0, k=(pi, pi, 0))[2, 2]
assert col > 4 * pi / 3
print(f"sc: T_zz a^3 at k=(pi,pi,0)/a = {col:.4f}, uniform 4pi/3 = {4 * pi / 3:.4f}")
print(f"sc critical alpha/a^3: columnar {1 / col:.4f}, uniform {3 / 4 / pi:.4f}")
lam = max(np.linalg.eigvalsh(dipole_sum(g, k=(i * pi, j * pi, l * pi / g))).max()
          for i, j, l in product((0, 1), repeat=3) if i + j + l > 0 and i >= j)
assert alpha * lam / a**3 < 1 and x * Lx(g) < 1

ang = pc['Bohr radius'][0] * 1e10
Eau = pc['atomic unit of electric field'][0]
print(f"alpha = {alpha} bohr^3 = {alpha * ang**3:.4f} angstrom^3")
print(f"a = {a} bohr, c = {c} bohr, c/a = {g:.2f}, v = {v:.2f} bohr^3")
print(f"x = 4 pi alpha/v = {x:.6f}")
for sq in (1, 2, 4, 5):
    sel = s[np.abs(s**2 - sq) < 1e-9]
    print(f"F({g:.1f}) shell s^2 = {sq}, {len(sel)} terms: "
          f"{2 * pi * np.sum(sel / np.expm1(2 * pi * g * sel)):.7f}")
print(f"F({g:.1f}) = {F(g):.7f}, g*F = {g * F(g):.7f}, g*C/4pi = {g * C_cubic / 4 / pi:.7f}")
print(f"L_z = {Lz(g):.6f}, L_x = {Lx(g):.6f}, linear L_z = {1 / 3 + kappa * (g - 1):.6f}")
S = dipole_sum(g) / a**3
print(f"S_zz = {S[2, 2]:.6e} bohr^-3, S_xx = {S[0, 0]:.6e} bohr^-3")
print(f"x L_z = {x * Lz(g):.6f}, x L_x = {x * Lx(g):.6f}, x/3 = {x / 3:.6f}")
print(f"eps_z formula = {ez:.6f}, slab = {sz:.6f}")
print(f"eps_x formula = {ex:.6f}, slab = {sx:.6f}")
print(f"eps Clausius-Mossotti, same density = {ecm:.6f}")
print(f"eps without local field, 1 + x = {1 + x:.6f}")
print(f"mean (2 eps_x + eps_z)/3 = {(2 * ex + ez) / 3:.6f}")
print(f"sqrt eps: z {np.sqrt(ez):.5f}, x {np.sqrt(ex):.5f}, CM {np.sqrt(ecm):.5f}")
print(f"d(eps_z-eps_x)/d(c/a): formula {slope:.5f}, slab {slope_slab:.5f}")
print(f"eps_z - eps_x: exact {ez - ex:.5f}, linear {slope * (g - 1):.5f}")
print(f"E_mac = {E:.1e} a.u. = {E * Eau:.4e} V/m")
for name, L in (("z", Lz(g)), ("x", Lx(g)), ("cubic", 1 / 3)):
    El = E / (1 - x * L)
    print(f"{name}: E_loc/E_mac {El / E:.5f}, E_loc {El * Eau:.4e} V/m, p {alpha * El:.5e} e bohr")
print(f"largest alpha*eigenvalue of T(k), zone-boundary points = {alpha * lam / a**3:.4f}")
print("finished without a failed check")
```

Running it gives:

```
sphere interior field / P (quadrature) = -4.188790
largest |S a^3|, sc/bcc/fcc sharp spheres = 3.7e-13
S_zz a^3 at (0,0,1/2) of sc lattice = 30.0820
F(1) = 0.0522061
C direct = 9.0336217, from cubic theorem = 9.0336217, 4 zeta beta = 9.0336217
C/(4 pi) = 0.7188728
c/a = 0.8: L_z formula 0.583964, sphere sum 0.583964, L_x 0.208018
c/a = 0.9: L_z formula 0.444129, sphere sum 0.444129, L_x 0.277936
c/a = 1.0: L_z formula 0.333333, sphere sum 0.333333, L_x 0.333333
c/a = 1.1: L_z formula 0.239114, sphere sum 0.239114, L_x 0.380443
c/a = 1.2: L_z formula 0.154412, sphere sum 0.154412, L_x 0.422794
c/a = 1.5: L_z formula -0.075179, sphere sum -0.075179, L_x 0.537590
L_z = 0 at c/a = 1.39880
c/a = 1.2, sharp sphere R = 5 a: L_z = 0.15373
c/a = 1.2, sharp sphere R = 10 a: L_z = 0.15495
c/a = 1.2, sharp sphere R = 30 a: L_z = 0.15440
c/a 1.0, aspect 2.0: N_z 0.173564, v*sum/4pi 0.159769, L_z-N_z 0.159769
c/a 1.2, aspect 2.0: N_z 0.173564, v*sum/4pi -0.019152, L_z-N_z -0.019152
c/a 1.2, aspect 0.6: N_z 0.475826, v*sum/4pi -0.321414, L_z-N_z -0.321414
bct c/a = 1.2: L_z = 0.334788
kappa formula = -1.009865, finite difference = -1.009866
sc: T_zz a^3 at k=(pi,pi,0)/a = 5.3536, uniform 4pi/3 = 4.1888
sc critical alpha/a^3: columnar 0.1868, uniform 0.2387
alpha = 20.0 bohr^3 = 2.9637 angstrom^3
a = 6.0 bohr, c = 7.2 bohr, c/a = 1.20, v = 259.20 bohr^3
x = 4 pi alpha/v = 0.969627
F(1.2) shell s^2 = 1, 4 terms: 0.0133650
F(1.2) shell s^2 = 2, 4 terms: 0.0008316
F(1.2) shell s^2 = 4, 4 terms: 0.0000142
F(1.2) shell s^2 = 5, 8 terms: 0.0000054
F(1.2) = 0.0142162, g*F = 0.0170594, g*C/4pi = 0.8626473
L_z = 0.154412, L_x = 0.422794, linear L_z = 0.131360
S_zz = -8.674347e-03 bohr^-3, S_xx = 4.337174e-03 bohr^-3
x L_z = 0.149722, x L_x = 0.409953, x/3 = 0.323209
eps_z formula = 2.140365, slab = 2.140365
eps_x formula = 2.643304, slab = 2.643304
eps Clausius-Mossotti, same density = 2.432684
eps without local field, 1 + x = 1.969627
mean (2 eps_x + eps_z)/3 = 2.475658
sqrt eps: z 1.46300, x 1.62582, CM 1.55971
d(eps_z-eps_x)/d(c/a): formula -3.10925, slab -3.11056
eps_z - eps_x: exact -0.50294, linear -0.62185
E_mac = 1.0e-04 a.u. = 5.1422e+07 V/m
z: E_loc/E_mac 1.17609, E_loc 6.0477e+07 V/m, p 2.35217e-03 e bohr
x: E_loc/E_mac 1.69478, E_loc 8.7149e+07 V/m, p 3.38956e-03 e bohr
cubic: E_loc/E_mac 1.47756, E_loc 7.5979e+07 V/m, p 2.95512e-03 e bohr
largest alpha*eigenvalue of T(k), zone-boundary points = 0.4779
finished without a failed check
```
